# Collision efficiency from Troe's relation at half kT mean loss: verification in Python

```python
"""Collision efficiency b from Troe's weak-collision relation

    b / (1 - sqrt(b)) = L / (F kT),   with b = 1/4 for L = kT/2 and F = 1.

b: low-pressure rate constant over its strong-collision value
L: mean energy lost per collision, averaged over all collisions (up and down)
F: integral of the equilibrium population above threshold, divided by
   kT times the population density at threshold
The relation is tested against a discretized master equation made only from
downward jumps and detailed balance. Energies on the grid are (E - E0)/kT.
alpha: decay length of downward jumps; theta = F in units of kT.
"""
import numpy as np
from math import comb
from scipy import constants as const
from scipy.optimize import brentq

STEP = 0.04
energy = -22.0 + STEP * (np.arange(950) + 0.5)
above = energy > 0
threshold_cell = np.flatnonzero(~above)[-1]
gap = energy[None, :] - energy[:, None]      # initial minus final energy


def complete_rates(down, population, elastic):
    """Add upward jumps by detailed balance; one collision per unit time at E0."""
    up = down.T * population[:, None] / population[None, :]
    rates = down + up
    return rates / (rates[:, threshold_cell].sum() + elastic)


def exponential_rates(population, alpha):
    down = np.where(gap > 0, np.exp(-np.abs(gap) / alpha), 0.0) * STEP
    return complete_rates(down, population, STEP)


def mean_loss(rates):
    change = energy - energy[threshold_cell]
    return -np.sum(rates[:, threshold_cell] * change)


def master_equation(rates, population, reaction=1e6):
    """Steady state fed by an equilibrium reservoir far below threshold.
    reaction: rate above threshold in units of the collision frequency."""
    free = energy > -18
    matrix = rates - np.diag(rates.sum(axis=0) + reaction * above)
    steady = population.copy()
    feed = matrix[np.ix_(free, ~free)] @ population[~free]
    steady[free] = np.linalg.solve(matrix[np.ix_(free, free)], -feed)
    flux = reaction * steady[above].sum()
    return flux / population[above].sum(), steady


def troe_root(q):
    """Numerical root of the relation itself, q = L/(F kT)."""
    return brentq(lambda b: b / (1 - np.sqrt(b)) - q, 1e-12, 1 - 1e-12,
                  xtol=1e-15)


def closed_form(q):
    return ((-q + np.sqrt(q * q + 4 * q)) / 2) ** 2


# The algebraic solution
q_main = 0.5
b_main = troe_root(q_main)
x_main = np.sqrt(b_main)
roots = np.sort(np.roots([1.0, q_main, -q_main]))
assert abs(b_main - 0.25) < 1e-10
assert np.allclose(roots, [-1.0, 0.5], atol=1e-12)
for q in (0.01, 0.5, 3.0, 20.0):
    assert abs(closed_form(q) / troe_root(q) - 1) < 1e-8
shift = 1e-4
slope = (np.log(troe_root(q_main * (1 + shift)))
         - np.log(troe_root(q_main * (1 - shift)))) / (2 * shift)
assert abs(slope - 2 * (1 - x_main) / (2 - x_main)) < 1e-5

# Master equation against the formulas; tolerance covers the grid error,
# which is of order (STEP/jump length)^2
GRID_TOL = 3e-3
results = {}
for alpha, theta in ((1.0, 1.0), (0.5, 1.0), (2.0, 1.0), (1.0, 1.5)):
    population = np.exp(-energy / theta)
    rates = exponential_rates(population, alpha)
    loss = mean_loss(rates)
    b_numeric, steady = master_equation(rates, population)
    F_numeric = population[above].sum() * STEP
    assert abs(F_numeric / theta - 1) < GRID_TOL
    assert abs(loss / (alpha**2 / (alpha + theta)) - 1) < GRID_TOL
    assert abs(b_numeric / (alpha / (alpha + theta))**2 - 1) < GRID_TOL
    assert abs(b_numeric / troe_root(loss / F_numeric) - 1) < GRID_TOL
    near = (energy < 0) & (energy > -5)
    profile = np.exp(-energy[near] / theta) - theta / (alpha + theta)
    assert np.max(np.abs(steady[near] / profile - 1)) < GRID_TOL
    results[(alpha, theta)] = (b_numeric, loss)

flat = np.exp(-energy)
main_rates = exponential_rates(flat, 1.0)
column = main_rates[:, threshold_cell]
change = energy - energy[threshold_cell]
# The elastic grid cell is shared equally between up and down
elastic_share = 1 - column.sum()
down_share = column[change < 0].sum() + elastic_share / 2
up_share = column[change > 0].sum() + elastic_share / 2
down_mean = -np.sum((column * change)[change < 0]) / down_share
up_mean = np.sum((column * change)[change > 0]) / up_share
assert abs(down_share - 2 / 3) < GRID_TOL
assert abs(down_mean - 1) < GRID_TOL and abs(up_mean - 0.5) < GRID_TOL

# Another kernel shape: jumps of one fixed size
jump = 26 * STEP
ladder_rates = complete_rates(np.isclose(gap, jump).astype(float), flat, 0.0)
ladder_loss = mean_loss(ladder_rates)
b_ladder, _ = master_equation(ladder_rates, flat)
ladder_formula = (1 - np.exp(-jump))**2 / (1 + np.exp(-jump))
assert abs(b_ladder / ladder_formula - 1) < GRID_TOL
b_ladder_troe = troe_root(ladder_loss)

# Silane in nitrogen, rough typical values
temperature = 900.0            # K
pressure_torr = 0.5
threshold_eV = 2.4
stretch_eV, bend_eV = 0.27, 0.12
diameter_nm = 0.4
wafer_gap_mm = 5.0
hot_temperature = 1200.0       # K
kT = const.k * temperature / const.e
loss_eV = q_main * kT

# Harmonic levels: four stretches, five bends
levels, weights = [], []
for n in range(20):
    for m in range(45):
        levels.append(n * stretch_eV + m * bend_eV)
        weights.append(comb(n + 3, 3) * comb(m + 4, 4))
levels, weights = np.array(levels), np.array(weights, dtype=float)


def state_density(E):
    """States per eV, smoothed by a triangle one bending quantum wide each side."""
    distance = np.abs(np.atleast_1d(E)[:, None] - levels[None, :])
    return np.clip(1 - distance / bend_eV, 0, None) @ weights / bend_eV


density_E0 = state_density(threshold_eV)[0]
# Independent check: steepest-descent inversion of the partition function
quanta = np.array([stretch_eV] * 4 + [bend_eV] * 5)
inverse_T = brentq(lambda s: np.sum(quanta / np.expm1(s * quanta))
                   - threshold_eV, 0.1, 50)
boltz = np.exp(inverse_T * quanta)
spread = np.sum(quanta**2 * boltz / (boltz - 1)**2)
log_Q = -np.sum(np.log(1 - 1 / boltz))
density_check = (np.exp(log_Q + inverse_T * threshold_eV)
                 / np.sqrt(2 * np.pi * spread))
assert abs(density_E0 / density_check - 1) < 0.04  # leading-order inversion

silane_pop = (state_density(threshold_eV + energy * kT) / density_E0
              * np.exp(-energy))
F_silane = silane_pop[above].sum() * STEP
b_F = troe_root(q_main / F_silane)
alpha_silane = brentq(
    lambda a: mean_loss(exponential_rates(silane_pop, a)) - q_main,
    0.6, 2.0, xtol=1e-6)
b_silane, _ = master_equation(
    exponential_rates(silane_pop, alpha_silane), silane_pop)
# The population is not strictly exponential, so agreement is approximate
assert F_silane > 1 and abs(b_silane / b_F - 1) < 0.05

# Collision frequency and rough rate constants (vibrations only)
amu = const.atomic_mass
mass_silane, mass_nitrogen = 32.1 * amu, 28.0 * amu
reduced = mass_silane * mass_nitrogen / (mass_silane + mass_nitrogen)
number_density = pressure_torr * const.torr / (const.k * temperature)
relative_speed = np.sqrt(8 * const.k * temperature / (np.pi * reduced))
collision_rate = (number_density * np.pi * (diameter_nm * 1e-9)**2
                  * relative_speed)
partition = np.prod(1 / (1 - np.exp(-quanta / kT)))
fraction = (density_E0 * kT * F_silane * np.exp(-threshold_eV / kT)
            / partition)
k_strong = collision_rate * fraction
k_weak = b_main * k_strong

# Finite pressure: one open channel just above threshold
channel_rate = const.e / (const.h * density_E0)
b_absorbing = results[(1.0, 1.0)][0]
b_pressure, _ = master_equation(main_rates, flat,
                                channel_rate / collision_rate)
pressure_change = 100 * (b_pressure / b_absorbing - 1)
assert b_pressure < b_absorbing

# Walls: two parallel plates, each hit counted as a strong collision
silane_speed = np.sqrt(8 * const.k * temperature / (np.pi * mass_silane))
wall_rate = silane_speed / (2 * wafer_gap_mm * 1e-3)
wall_share = 100 * wall_rate / (b_main * collision_rate)

b_hot = troe_root(q_main * temperature / hot_temperature)

print(f"Mean loss over all collisions, L/kT: {q_main:.2f}")
print(f"Roots of the quadratic for sqrt(b): {roots[0]:.4f}, {roots[1]:.4f}")
print(f"Collision efficiency b: {b_main:.4f}")
print(f"Sensitivity d ln b / d ln L: {slope:.4f}")
print("Master equation (alpha/kT, F): b, L/kT")
for (alpha, theta), (b_value, loss) in results.items():
    print(f"  ({alpha:.1f}, {theta:.1f}): {b_value:.4f}, {loss:.4f}")
print(f"Share of downward collisions: {down_share:.3f}")
print(f"Mean downward loss: {down_mean:.3f} kT")
print(f"Mean upward gain: {up_mean:.3f} kT")
print(f"Stepladder jump: {jump:.2f} kT, mean loss {ladder_loss:.4f} kT")
print(f"Stepladder b, master equation: {b_ladder:.4f}")
print(f"Stepladder b, Troe relation: {b_ladder_troe:.4f}")
print("Silane in nitrogen, rough inputs:")
print(f"Temperature: {temperature:.0f} K")
print(f"Pressure: {pressure_torr:.1f} Torr")
print(f"Threshold: {threshold_eV:.1f} eV")
print(f"Stretch quantum (4 modes): {stretch_eV:.2f} eV")
print(f"Bend quantum (5 modes): {bend_eV:.2f} eV")
print(f"Collision diameter: {diameter_nm:.1f} nm")
print(f"Wafer gap: {wafer_gap_mm:.0f} mm")
print(f"kT: {kT:.5f} eV")
print(f"Mean energy loss: {loss_eV:.5f} eV")
print(f"Collision frequency: {collision_rate:.2e} 1/s")
print(f"Density of states at threshold: {density_E0:.2e} 1/eV")
print(f"Equilibrium fraction above threshold: {fraction:.2e}")
print(f"Strong-collision rate constant: {k_strong:.1e} 1/s")
print(f"Weak-collision rate constant, b = 1/4: {k_weak:.1e} 1/s")
print("Neglected effects:")
print(f"F from the state count: {F_silane:.3f}")
print(f"b from Troe relation with this F: {b_F:.4f}")
print(f"b from master equation, silane states: {b_silane:.4f}")
print(f"Downward jump length in that run: {alpha_silane:.3f} kT")
print(f"One-channel reaction rate at threshold: {channel_rate:.2e} 1/s")
print(f"Change of b by finite pressure: {pressure_change:.1f} %")
print(f"Wall hits per molecule: {wall_rate:.2e} 1/s")
print(f"Wall activation relative to gas activation: {wall_share:.0f} %")
print(f"b at {hot_temperature:.0f} K, same loss in eV, F = 1: {b_hot:.4f}")
print("success")
```

Running it gives:

```
Mean loss over all collisions, L/kT: 0.50
Roots of the quadratic for sqrt(b): -1.0000, 0.5000
Collision efficiency b: 0.2500
Sensitivity d ln b / d ln L: 0.6667
Master equation (alpha/kT, F): b, L/kT
  (1.0, 1.0): 0.2499, 0.4999
  (0.5, 1.0): 0.1110, 0.1665
  (2.0, 1.0): 0.4444, 1.3329
  (1.0, 1.5): 0.1600, 0.3999
Share of downward collisions: 0.667
Mean downward loss: 1.000 kT
Mean upward gain: 0.499 kT
Stepladder jump: 1.04 kT, mean loss 0.4968 kT
Stepladder b, master equation: 0.3089
Stepladder b, Troe relation: 0.2489
Silane in nitrogen, rough inputs:
Temperature: 900 K
Pressure: 0.5 Torr
Threshold: 2.4 eV
Stretch quantum (4 modes): 0.27 eV
Bend quantum (5 modes): 0.12 eV
Collision diameter: 0.4 nm
Wafer gap: 5 mm
kT: 0.07756 eV
Mean energy loss: 0.03878 eV
Collision frequency: 3.04e+06 1/s
Density of states at threshold: 2.11e+06 1/eV
Equilibrium fraction above threshold: 1.96e-09
Strong-collision rate constant: 6.0e-03 1/s
Weak-collision rate constant, b = 1/4: 1.5e-03 1/s
Neglected effects:
F from the state count: 1.234
b from Troe relation with this F: 0.2166
b from master equation, silane states: 0.2161
Downward jump length in that run: 1.076 kT
One-channel reaction rate at threshold: 1.15e+08 1/s
Change of b by finite pressure: -0.9 %
Wall hits per molecule: 7.70e+04 1/s
Wall activation relative to gas activation: 10 %
b at 1200 K, same loss in eV, F = 1: 0.2051
success
```
